**Numerical test of the permeation time lag $L^2/(6D)$**

A barrier of thickness $L$ and diffusivity $D$ starts empty, with concentration $C_0$ held at one face and zero at the other. The amount $Q$ delivered per area then approaches the line $(DC_0/L)(t-L^2/(6D))$. The program compares the sine-series solution with a finite-volume model of the barrier, and asserts agreement of the profile, exit flux and delivered amount at three times. It also asserts the late intercepts at both faces for two barriers with different $L$ and $D$, and the shorter lag of a partly filled barrier. Quadrature tests the sine coefficients and the moment identity for $Q$, and the early-time flux formula is compared with the series. For $L=3$ nm, $D=10^{-22}$ m²/s and $C_0=10^{25}$ m⁻³ the formula gives a lag of 15000 s, and the finite-volume model gives 15000.2 s. The output also shows that the exit flux has reached 62% of its steady value at the lag time, and that tangents drawn too early give too short a lag.

## Numerical check

```python
"""
Permeation time lag of a finite diffusion barrier.

Result under test: a barrier 0 < x < L, empty at t = 0, with concentration C0
held at x = 0 and zero held at x = L, delivers per area at late times
    Q(t) -> (D*C0/L) * (t - L**2/(6*D)).
Symbols: L thickness (m), D diffusivity (m^2/s), C0 source concentration
(m^-3), J exit flux (m^-2 s^-1), Q delivered amount per area (m^-2).
The analytic solution is compared with a finite-volume model of the barrier.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import erfc

MODES = np.arange(1, 401)
SIGNS = (-1.0) ** MODES


def mode_decay(t, L, D):
    return np.exp(-D * (MODES * np.pi / L) ** 2 * t)


def series_profile(x, t, L, D):
    """C/C0 from the sine series."""
    waves = np.sin(np.outer(x, MODES) * np.pi / L)
    return 1 - x / L - (2 / np.pi) * waves @ (mode_decay(t, L, D) / MODES)


def series_flux(t, L, D):
    """Exit flux divided by its steady value."""
    return 1 + 2 * np.sum(SIGNS * mode_decay(t, L, D))


def series_amount(t, L, D):
    """Delivered amount divided by C0*L."""
    transient = np.sum(SIGNS / MODES**2 * mode_decay(t, L, D))
    return D * t / L**2 - 1 / 6 - (2 / np.pi**2) * transient


def image_profile(x, t, L, D):
    """C/C0 from complementary error functions with image sources."""
    width = 2 * np.sqrt(D * t)
    return sum(erfc((2 * m * L + x) / width)
               - erfc((2 * (m + 1) * L - x) / width) for m in range(12))


def leading_image_flux(t, L, D):
    """First image term of the exit flux divided by the steady flux."""
    return 2 * L / np.sqrt(np.pi * D * t) * np.exp(-L**2 / (4 * D * t))


def finite_volume(t, L, D, fill=0.0, cells=200):
    """Conservative cell model; returns centres, C/C0, Q_out/(C0 L),
    Q_in/(C0 L) and the exit flux divided by the steady flux."""
    h = L / cells
    rate = D / h**2
    out, into, one = cells, cells + 1, cells + 2
    A = np.zeros((cells + 3, cells + 3))
    for i in range(cells):
        A[i, i] = -2 * rate
        if i > 0:
            A[i, i - 1] = rate
        if i < cells - 1:
            A[i, i + 1] = rate
    # faces lie half a cell away from the outermost cell centres
    A[0, 0] = A[cells - 1, cells - 1] = -3 * rate
    A[0, one] = 2 * rate
    A[out, cells - 1] = 2 * D / (h * L)
    A[into, one] = 2 * D / (h * L)
    A[into, 0] = -2 * D / (h * L)
    start = np.zeros(cells + 3)
    start[:cells] = fill
    start[one] = 1.0
    state = expm(A * t) @ start
    centres = (np.arange(cells) + 0.5) * h
    conc = state[:cells]
    return centres, conc, state[out], state[into], 2 * L * conc[-1] / h


# Model parameters of the worked example
L = 3e-9
D = 1e-22
C0 = 1e25
dose_limit = 1e16

t_lag = L**2 / (6 * D)
J_steady = D * C0 / L

# Sine coefficients of the steady profile, by quadrature
for n in range(1, 6):
    coefficient = 2 * quad(lambda s: (1 - s) * np.sin(n * np.pi * s), 0, 1)[0]
    assert abs(coefficient - 2 / (n * np.pi)) < 1e-10

# Alternating sum: truncation error is below the first omitted term
assert abs(np.sum(SIGNS / MODES**2) + np.pi**2 / 12) < 1 / 401**2

# Transient profile, flux and amount against the finite-volume model
# (tolerances reflect its second-order grid error with 200 cells)
for multiple in (0.3, 1.0, 2.0):
    t = multiple * t_lag
    x, conc, q_out, q_in, flux = finite_volume(t, L, D)
    assert np.max(np.abs(conc - series_profile(x, t, L, D))) < 2e-4
    assert np.max(np.abs(image_profile(x, t, L, D)
                         - series_profile(x, t, L, D))) < 1e-10
    assert abs(flux / series_flux(t, L, D) - 1) < 5e-3
    assert abs(q_out / series_amount(t, L, D) - 1) < 1e-2
    # moment identity, with the image profile integrated numerically
    moment = quad(lambda s: s * image_profile(s * L, t, L, D), 0, 1)[0]
    assert abs(D * t / L**2 - moment - series_amount(t, L, D)) < 1e-9

# Late intercepts from the finite-volume model, for two different barriers
for thickness, diffusivity in ((L, D), (5e-9, 4e-22)):
    expected = thickness**2 / (6 * diffusivity)
    t = 12 * expected
    x, conc, q_out, q_in, flux = finite_volume(t, thickness, diffusivity)
    to_time = thickness**2 / diffusivity
    exit_intercept = t - q_out * to_time / flux
    inlet_intercept = t - q_in * to_time / flux
    assert abs(exit_intercept / expected - 1) < 5e-4
    assert abs(inlet_intercept / (-2 * expected) - 1) < 5e-4
    assert abs(q_in - q_out - 0.5) < 1e-4
    if thickness == L:
        numerical_lag = exit_intercept
        numerical_inlet = inlet_intercept

# A partly filled barrier has a shorter lag
fill = 0.2
t = 12 * t_lag
_, _, q_out, _, flux = finite_volume(t, L, D, fill=fill)
prefilled_lag = t - q_out * L**2 / (D * flux)
assert abs(prefilled_lag / ((1 - 3 * fill) * t_lag) - 1) < 1e-3

# Early flux: one image term suffices up to the lag time
for multiple in (0.3, 1.0):
    t = multiple * t_lag
    assert abs(leading_image_flux(t, L, D) / series_flux(t, L, D) - 1) < 1e-4
flux_at_lag = series_flux(t_lag, L, D)
assert abs(flux_at_lag - 2 * np.sqrt(6 / np.pi) * np.exp(-1.5)) < 1e-4

# Time at which the exit flux reaches one percent of its steady value
t_one_percent = brentq(lambda s: series_flux(s, L, D) - 0.01,
                       0.1 * t_lag, t_lag)
assert abs(finite_volume(t_one_percent, L, D)[4] / 0.01 - 1) < 1e-2

# Time to a chosen delivered dose
t_dose = brentq(lambda s: C0 * L * series_amount(s, L, D) - dose_limit,
                0.5 * t_lag, 20 * t_lag)
t_dose_line = t_lag + dose_limit / J_steady
t_dose_no_lag = dose_limit / J_steady
assert abs(C0 * L * finite_volume(t_dose, L, D)[2] / dose_limit - 1) < 1e-3

print(f"thickness L = {L:.3e} m")
print(f"diffusivity D = {D:.3e} m^2/s")
print(f"source concentration C0 = {C0:.3e} m^-3")
print(f"steady flux = {J_steady:.4e} m^-2 s^-1")
print(f"time lag L^2/(6D) = {t_lag:.1f} s = {t_lag / 3600:.3f} h")
print(f"time lag, finite-volume model = {numerical_lag:.1f} s")
print(f"inlet intercept -L^2/(3D) = {-L**2 / (3 * D):.1f} s")
print(f"inlet intercept, finite-volume model = {numerical_inlet:.1f} s")
print(f"steady stored amount C0*L/2 = {C0 * L / 2:.4e} m^-2")
print(f"late-line offset C0*L/6 = {C0 * L / 6:.4e} m^-2")
print(f"initial filling of prefilled case = {fill:.2f} (fraction of C0)")
print(f"prefilled lag, formula = {(1 - 3 * fill) * t_lag:.1f} s")
print(f"prefilled lag, finite-volume model = {prefilled_lag:.1f} s")
print(f"time to 1% of steady flux = {t_one_percent:.1f} s")
print(f"that time / time lag = {t_one_percent / t_lag:.4f} (no unit)")
print(f"flux at time lag / steady flux = {flux_at_lag:.4f} (no unit)")
print(f"leading image term at time lag = "
      f"{leading_image_flux(t_lag, L, D):.4f} (no unit)")
print("t/t_lag | t (s) | J/J_steady | Q (m^-2) | tangent intercept (s)")
for multiple in (0.5, 1.0, 2.0, 3.0, 4.0, 6.0):
    t = multiple * t_lag
    flux = series_flux(t, L, D)
    amount = C0 * L * series_amount(t, L, D)
    intercept = t - amount / (J_steady * flux)
    print(f"{multiple:.1f} | {t:.0f} | {flux:.5f} | {amount:.4e} | "
          f"{intercept:.1f}")
print(f"chosen dose limit = {dose_limit:.3e} m^-2")
print(f"time to dose, full solution = {t_dose:.1f} s = {t_dose / 3600:.3f} h")
print(f"time to dose, late line = {t_dose_line:.1f} s")
print(f"time to dose, steady flux without lag = {t_dose_no_lag:.1f} s")
print("ALL CHECKS PASSED")
```

Printed output:

```
thickness L = 3.000e-09 m
diffusivity D = 1.000e-22 m^2/s
source concentration C0 = 1.000e+25 m^-3
steady flux = 3.3333e+11 m^-2 s^-1
time lag L^2/(6D) = 15000.0 s = 4.167 h
time lag, finite-volume model = 15000.2 s
inlet intercept -L^2/(3D) = -30000.0 s
inlet intercept, finite-volume model = -29999.8 s
steady stored amount C0*L/2 = 1.5000e+16 m^-2
late-line offset C0*L/6 = 5.0000e+15 m^-2
initial filling of prefilled case = 0.20 (fraction of C0)
prefilled lag, formula = 6000.0 s
prefilled lag, finite-volume model = 6000.2 s
time to 1% of steady flux = 3547.4 s
that time / time lag = 0.2365 (no unit)
flux at time lag / steady flux = 0.6167 (no unit)
leading image term at time lag = 0.6167 (no unit)
t/t_lag | t (s) | J/J_steady | Q (m^-2) | tangent intercept (s)
0.5 | 7500 | 0.19461 | 1.1469e+14 | 5732.0
1.0 | 15000 | 0.61673 | 1.1713e+15 | 9302.1
2.0 | 30000 | 0.92549 | 5.2265e+15 | 13058.1
3.0 | 45000 | 0.98562 | 1.0044e+16 | 14429.1
4.0 | 60000 | 0.99722 | 1.5008e+16 | 14849.3
6.0 | 90000 | 0.99990 | 2.5000e+16 | 14991.3
chosen dose limit = 1.000e+16 m^-2
time to dose, full solution = 44866.9 s = 12.463 h
time to dose, late line = 45000.0 s
time to dose, steady flux without lag = 30000.0 s
ALL CHECKS PASSED
```
